**Same island count, two coarsening mechanisms**

The program tests the claim that diffusing, merging islands and attachment-limited Ostwald ripening can share the curve $N=N_0/(1+t/\tau)$, where $N$ is the island density and $\tau$ the halving time. It asserts this law for numerically integrated merger rate equations and for 20,000 Ostwald islands, which give $N/N_0$ near 0.50 and 0.25 at $t=\tau$ and $3\tau$. It also asserts the normalization and mean of the Ostwald size distribution, the fraction of shrinking islands and the area they shed. Random edge currents and a deformed edge test the formulas for the island diffusion coefficient $D$ and for reshaping. Brownian discs that merge but never evaporate have quarter-to-half time ratios of 3.10 for constant $D$ and 6.54 for edge diffusion; the program asserts agreement with the scaling values 3.00 and 6.66 within 20% and 25%, to allow for counting noise. In the example, mergers halve the count in 6.0 h, while evaporation alone would need 71 h. Reading the merger curve as Ostwald ripening gives an apparent detachment energy of 0.94 eV instead of the input 1.00 eV.

## Program and output

```python
"""
RESULT UNDER TEST: a falling island count does not prove Ostwald ripening.
Model A: islands diffuse and merge, no atom ever detaches.
    Constant merger coefficient K:  N = N0 / (1 + K N0 t / 2)
Model B: immobile islands exchange atoms (attachment-limited Ostwald),
    dR/dt = k (1/Rc - 1/R), self-similar start:  N = N0 / (1 + k t / (2 Rc0^2))
The two curves are identical when K N0 = k / Rc0^2.
N: islands per area; R: island radius; Rc: critical radius; u = R/Rc;
D: island diffusion coefficient; alpha: exponent in D ~ size^(-alpha);
gamma: edge free energy per length; a: atomic spacing; kT: thermal energy.
Units of the example: nm, eV, s, K.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)

# ---------- Model A: population rate equations, constant kernel ----------
max_size, start_mean = 2000, 20.0
sizes = np.arange(1, max_size + 1)
start_population = (1 / start_mean) * (1 - 1 / start_mean) ** (sizes - 1)


def merger_rates(_, population):
    """Time is in units of 2/(K N0), populations in units of N0."""
    change = -2 * population * population.sum()
    change[1:] += np.convolve(population, population)[:max_size - 1]
    return change


solution = solve_ivp(merger_rates, (0, 3), start_population,
                     t_eval=[1, 3], rtol=1e-7, atol=1e-12)
merger_counts = solution.y.sum(axis=0)
assert np.allclose(merger_counts, [1 / 2, 1 / 4], rtol=1e-4)

# ---------- Model B: self-similar distribution and many-island run ----------


def fraction_above(u):
    return 4 * np.exp(2 - 4 / (2 - u)) / (2 - u) ** 2


def density_u(u):
    return 8 * u * np.exp(2 - 4 / (2 - u)) / (2 - u) ** 4


top = 2 - 1e-6
norm = quad(density_u, 0, top, limit=200)[0]
mean_u = quad(lambda u: u * density_u(u), 0, top, limit=200)[0]
mean_u2 = quad(lambda u: u * u * density_u(u), 0, top, limit=200)[0]
assert abs(norm - 1) < 1e-6 and abs(mean_u - 1) < 1e-6
shrinking_fraction = 1 - 4 * np.exp(-2)
assert abs(quad(density_u, 0, 1)[0] - shrinking_fraction) < 1e-7
shed_integral = quad(lambda u: (1 - u) * density_u(u), 0, 1)[0]
shed_per_halving = 4 * np.log(2) * shed_integral / mean_u2

n_ostwald, dt = 20000, 0.002
u_grid = np.linspace(0, 1.999, 20001)
quantiles = (np.arange(n_ostwald) + 0.5) / n_ostwald
radii = np.interp(quantiles, fraction_above(u_grid)[::-1], u_grid[::-1])
squares = radii ** 2
initial_total, shed = squares.sum(), 0.0


def square_rate(sq):
    """d(R^2)/dt for k = 1, with the mean radius as critical radius."""
    r = np.sqrt(sq)
    return 2 * (r / r.mean() - 1)


ostwald_counts = []
for step in range(1, 3001):
    middle = np.maximum(squares + 0.5 * dt * square_rate(squares), 0)
    rate = square_rate(middle)
    squares = squares + dt * rate
    if step <= 1000:
        shed += dt * np.maximum(-rate, 0).sum()
    squares = squares[squares > 0]
    if step in (1000, 3000):
        ostwald_counts.append(len(squares) / n_ostwald)
    if step == 1000:
        run_shrinking = np.mean(square_rate(squares) < 0)
run_shed = shed / initial_total
assert np.allclose(ostwald_counts, [1 / 2, 1 / 4], rtol=0.02)
assert abs(run_shrinking - shrinking_fraction) < 0.015
assert abs(run_shed / shed_per_halving - 1) < 0.03
assert abs(squares.sum() / initial_total - 1) < 0.01

# Largest Ostwald island, in units of the mean area, and the merger tail.
largest_ratio = 4 / mean_u2
final = solution.y[:, -1]
final_mean = (sizes * final).sum() / final.sum()
tail_numeric = final[sizes > largest_ratio * final_mean].sum() / final.sum()
tail_formula = np.exp(-largest_ratio)
assert abs(tail_numeric - tail_formula) < 0.002

# ---------- Island motion and reshaping by edge diffusion alone ----------
# Unit edge mobility, kT, atomic area and edge free energy in these tests.
for radius in (1.7, 3.1):
    points, samples = 60, 20000
    angle = 2 * np.pi * np.arange(points) / points
    arc = 2 * np.pi * radius / points
    currents = rng.normal(0, np.sqrt(2 / arc), (samples, points))
    velocity = -(currents - np.roll(currents, 1, axis=1)) / arc
    shift = velocity @ (radius * np.cos(angle)) * arc / (np.pi * radius ** 2)
    diffusion_numeric = np.mean(shift ** 2) / 2
    assert abs(diffusion_numeric * np.pi * radius ** 3 - 1) < 0.05

    m = 64
    phi = 2 * np.pi * np.arange(m) / m
    wave = np.fft.fftfreq(m, 1 / m)

    def slope(f):
        return np.fft.ifft(1j * wave * np.fft.fft(f)).real

    amplitude = 1e-4 * radius
    r = radius + amplitude * np.cos(2 * phi)
    r1 = slope(r)
    r2 = slope(r1)
    g = np.sqrt(r ** 2 + r1 ** 2)
    curvature = (r ** 2 + 2 * r1 ** 2 - r * r2) / g ** 3
    normal_speed = slope(slope(curvature) / g) / g
    growth = 2 * np.mean(normal_speed * g / r * np.cos(2 * phi)) / amplitude
    formula_D = 1 / (np.pi * radius ** 3)
    assert abs(growth / (-12 * np.pi * formula_D / radius) - 1) < 2e-3

# ---------- Example parameters: round, rough values ----------
temperature = 300.0        # K
spacing = 0.29             # nm
attempt = 1e13             # 1/s
gamma = 0.30               # eV/nm
detach_energy = 1.00       # eV
coverage = 0.10            # covered area fraction
density0 = 0.005           # islands per nm^2
D0 = 0.001                 # nm^2/s at the initial mean size
kT = physical_constants["Boltzmann constant in eV/K"][0] * temperature
mean_area = coverage / density0
R0 = np.sqrt(mean_area / np.pi)
atoms0 = mean_area / spacing ** 2

# Gibbs-Thomson energy: edge-energy change when one atom is added.


def edge_energy(atoms):
    return gamma * 2 * np.sqrt(np.pi * atoms * spacing ** 2)


gibbs_thomson = gamma * spacing ** 2 / R0
added_atom = edge_energy(atoms0 + 0.5) - edge_energy(atoms0 - 0.5)
assert abs(added_atom / gibbs_thomson - 1) < 1e-4

# ---------- Brownian discs that merge on contact; no detachment ----------


def wrap(pos, box):
    pos = pos % box
    pos[pos >= box] = 0.0
    return pos


def merge_contacts(pos, area, box):
    while True:
        rad = np.sqrt(area / np.pi)
        tree = cKDTree(pos, boxsize=box)
        pairs = tree.query_pairs(2 * rad.max(), output_type="ndarray")
        gap = pos[pairs[:, 0]] - pos[pairs[:, 1]]
        gap -= box * np.round(gap / box)
        reach = rad[pairs[:, 0]] + rad[pairs[:, 1]]
        hits = pairs[np.hypot(gap[:, 0], gap[:, 1]) < reach]
        if len(hits) == 0:
            return pos, area
        used = np.zeros(len(pos), bool)
        alive = np.ones(len(pos), bool)
        for i, j in hits:
            if used[i] or used[j]:
                continue
            used[i] = used[j] = True
            offset = pos[j] - pos[i]
            offset -= box * np.round(offset / box)
            pos[i] += offset * area[j] / (area[i] + area[j])
            area[i] += area[j]
            alive[j] = False
        pos, area = wrap(pos[alive], box), area[alive]


def brownian_run(alpha, n_clock=800):
    """Clock starts at n_clock islands, after an unrecorded approach."""
    box = np.sqrt(n_clock / density0)
    n_begin = 4 * n_clock
    pos = rng.random((n_begin, 2)) * box
    area = np.full(n_begin, coverage * box ** 2 / n_begin)
    pos, area = merge_contacts(pos, area, box)
    targets = [n_clock, n_clock // 2, n_clock // 4]
    time, times, tail = 0.0, [], None
    while len(times) < 3:
        n = len(area)
        D_mean = D0 * (area.mean() / mean_area) ** (-alpha)
        interval = (0.01 * box) ** 2 / n / (2 * D_mean)
        D_each = D0 * (area / mean_area) ** (-alpha)
        kick = np.sqrt(2 * D_each * interval)[:, None]
        pos = wrap(pos + kick * rng.normal(size=pos.shape), box)
        pos, area = merge_contacts(pos, area, box)
        time += interval
        while len(times) < 3 and len(area) <= targets[len(times)]:
            times.append(time)
            if tail is None:
                tail = np.mean(area > largest_ratio * area.mean())
    return times[1] - times[0], times[2] - times[0], tail


def predicted_ratio(alpha):
    """Time to a quarter over time to a half, for N^-(1+alpha) linear in t."""
    return (4 ** (1 + alpha) - 1) / (2 ** (1 + alpha) - 1)


half_flat, quarter_flat, tail_flat = brownian_run(0.0)
half_edge, quarter_edge, tail_edge = brownian_run(1.5)
ratio_flat, ratio_edge = quarter_flat / half_flat, quarter_edge / half_edge
assert abs(ratio_flat / predicted_ratio(0.0) - 1) < 0.20   # counting noise
assert abs(ratio_edge / predicted_ratio(1.5) - 1) < 0.25   # counting noise

# ---------- Misreading the merger curve as Ostwald ripening ----------
kernel = 2 / (density0 * half_flat)
Rc0_squared = mean_area / (np.pi * mean_u2)
k_apparent = kernel * density0 * Rc0_squared
capillary = gamma * spacing ** 2 / kT
apparent_energy = kT * np.log(attempt * spacing * capillary / k_apparent)
detach_rate = attempt * np.exp(-detach_energy / kT)
k_true = spacing * capillary * detach_rate
half_evaporation = 2 * Rc0_squared / k_true

# ---------- Sizes of neglected effects ----------
x_mean, x_small = capillary / R0, 2 * capillary / R0
nonlinear_mean = np.expm1(x_mean) / x_mean
nonlinear_small = np.expm1(x_small) / x_small
cell_radius = 1 / np.sqrt(np.pi * density0)
terrace_slowdown = 1 + R0 / spacing * np.log(cell_radius / R0)
merged_R, merged_D = np.sqrt(2) * R0, D0 * 2 ** (-1.5)
reshape_time = kT * merged_R / (12 * np.pi * gamma * merged_D)
assert half_evaporation / nonlinear_small > 5 * half_flat
assert reshape_time < 0.1 * min(half_flat, half_edge)

print("INPUTS (round, rough values)")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"atomic spacing: {spacing:.2f} nm; attempt rate: {attempt:.1e} 1/s")
print(f"edge free energy: {gamma:.2f} eV/nm")
print(f"input detachment energy: {detach_energy:.2f} eV")
print(f"coverage: {coverage:.2f}; island density: {density0:.4f} nm^-2")
print(f"island diffusion coefficient at mean size: {D0:.4f} nm^2/s")
print(f"mean island area: {mean_area:.1f} nm^2; atoms: {atoms0:.0f}")
print(f"radius of island of mean area: {R0:.3f} nm")
print("TWIN CURVES: N/N0 at t = tau and 3 tau")
print(f"mergers, rate equations: {merger_counts[0]:.4f}, "
      f"{merger_counts[1]:.4f}")
print(f"Ostwald, many islands: {ostwald_counts[0]:.4f}, "
      f"{ostwald_counts[1]:.4f}")
print("OSTWALD SIGNATURES")
print(f"mean of u^2: {mean_u2:.4f}")
print(f"shrinking fraction, formula: {shrinking_fraction:.4f}")
print(f"shrinking fraction, many islands: {run_shrinking:.4f}")
print(f"area shed per halving, formula: {shed_per_halving:.4f} of total")
print(f"area shed per halving, many islands: {run_shed:.4f} of total")
print(f"largest island area / mean area: {largest_ratio:.3f}")
print("MERGER FRACTION OF ISLANDS BEYOND THAT SIZE")
print(f"exponential law: {tail_formula:.4f}; rate eq.: {tail_numeric:.4f}")
print(f"Brownian discs, constant D: {tail_flat:.4f}")
print(f"Brownian discs, edge diffusion: {tail_edge:.4f}")
print("BROWNIAN DISCS, NO DETACHMENT (one run each)")
print(f"halving time, constant D: {half_flat:.0f} s = "
      f"{half_flat / 3600:.2f} h")
print(f"halving time, edge diffusion: {half_edge:.0f} s = "
      f"{half_edge / 3600:.2f} h")
print(f"quarter/half time, constant D: {ratio_flat:.2f}; "
      f"scaling law: {predicted_ratio(0.0):.2f}")
print(f"quarter/half time, edge diffusion: {ratio_edge:.2f}; "
      f"scaling law: {predicted_ratio(1.5):.2f}")
print("CONSTANT-D CURVE MISREAD AS OSTWALD")
print(f"effective merger coefficient K: {kernel:.4f} nm^2/s")
print(f"initial critical radius: {np.sqrt(Rc0_squared):.3f} nm")
print(f"capillary length: {capillary:.3f} nm")
print(f"apparent Ostwald coefficient k: {k_apparent:.3e} nm^2/s")
print(f"apparent detachment energy: {apparent_energy:.3f} eV")
print(f"error of that energy: {apparent_energy - detach_energy:.3f} eV")
print("EVAPORATION AT THE INPUT DETACHMENT ENERGY")
print(f"detachment rate per edge site: {detach_rate:.3e} 1/s")
print(f"Ostwald coefficient k: {k_true:.3e} nm^2/s")
print(f"evaporation-only halving time: {half_evaporation:.3e} s = "
      f"{half_evaporation / 3600:.1f} h")
print(f"ratio to merger halving time: {half_evaporation / half_flat:.1f}")
print("NEGLECTED EFFECTS")
print(f"Gibbs-Thomson energy at mean area: {gibbs_thomson:.4f} eV")
print(f"nonlinear factor at R0: {nonlinear_mean:.2f}; "
      f"at R0/2: {nonlinear_small:.2f}")
print(f"terrace-resistance slowdown, no extra barrier: "
      f"{terrace_slowdown:.1f}")
print(f"reshaping time after a merger: {reshape_time:.1f} s")
print("all tests passed")
```

Running it gives:

```
INPUTS (round, rough values)
temperature: 300 K; kT: 0.02585 eV
atomic spacing: 0.29 nm; attempt rate: 1.0e+13 1/s
edge free energy: 0.30 eV/nm
input detachment energy: 1.00 eV
coverage: 0.10; island density: 0.0050 nm^-2
island diffusion coefficient at mean size: 0.0010 nm^2/s
mean island area: 20.0 nm^2; atoms: 238
radius of island of mean area: 2.523 nm
TWIN CURVES: N/N0 at t = tau and 3 tau
mergers, rate equations: 0.5000, 0.2500
Ostwald, many islands: 0.5002, 0.2502
OSTWALD SIGNATURES
mean of u^2: 1.1094
shrinking fraction, formula: 0.4587
shrinking fraction, many islands: 0.4586
area shed per halving, formula: 0.3382 of total
area shed per halving, many islands: 0.3389 of total
largest island area / mean area: 3.606
MERGER FRACTION OF ISLANDS BEYOND THAT SIZE
exponential law: 0.0272; rate eq.: 0.0267
Brownian discs, constant D: 0.0200
Brownian discs, edge diffusion: 0.0000
BROWNIAN DISCS, NO DETACHMENT (one run each)
halving time, constant D: 21758 s = 6.04 h
halving time, edge diffusion: 24522 s = 6.81 h
quarter/half time, constant D: 3.10; scaling law: 3.00
quarter/half time, edge diffusion: 6.54; scaling law: 6.66
CONSTANT-D CURVE MISREAD AS OSTWALD
effective merger coefficient K: 0.0184 nm^2/s
initial critical radius: 2.396 nm
capillary length: 0.976 nm
apparent Ostwald coefficient k: 5.275e-04 nm^2/s
apparent detachment energy: 0.936 eV
error of that energy: -0.064 eV
EVAPORATION AT THE INPUT DETACHMENT ENERGY
detachment rate per edge site: 1.588e-04 1/s
Ostwald coefficient k: 4.493e-05 nm^2/s
evaporation-only halving time: 2.554e+05 s = 71.0 h
ratio to merger halving time: 11.7
NEGLECTED EFFECTS
Gibbs-Thomson energy at mean area: 0.0100 eV
nonlinear factor at R0: 1.22; at R0/2: 1.51
terrace-resistance slowdown, no extra barrier: 11.0
reshaping time after a merger: 23.1 s
all tests passed
```
